# Where a nondegenerate two-level Schottky heat capacity peaks, and how high

**Question**

I am working on tunnelling defects in amorphous solids. An exercise asks me to show that the heat capacity of a nondegenerate two-level system peaks at about \(0.44k\), when \(kT\) is about 0.42 of the splitting. I can write down the Boltzmann factors, but setting the derivative to zero leaves an equation I cannot solve.

Three other things bother me. My defect has an asymmetry energy of 12 µeV and a tunnelling energy of 16 µeV, so which of them is "the splitting"? Why is the peak not at \(kT\) equal to the splitting, where thermal energy matches the gap? And should I expect to see this peak in a glass?

**Answer**

The equation cannot be rearranged into a simple formula for the peak temperature, but you do not need one. The stationarity condition simplifies the peak height, and two trial values then fix both numbers to two digits.

**Which energy is the splitting**

Take as basis states the particle in the left well and in the right well. Let \(D\) be the energy difference between these two localized states and \(D_0\) the tunnelling energy. With the zero of energy midway between the wells, the Hamiltonian is

\[
H=\frac12\begin{pmatrix} D & -D_0\\ -D_0 & -D\end{pmatrix}.
\]

Its trace is zero, so its eigenvalues are \(+\lambda\) and \(-\lambda\). Their product is the determinant, \(-\lambda^2=-(D^2+D_0^2)/4\). The gap between them is therefore

\[
E=2\lambda=\sqrt{D^2+D_0^2}.
\]

This full gap is the splitting. For your defect \(E=\sqrt{12^2+16^2}=20\) µeV. Using \(D_0\) alone would put the peak temperature 20 % too low, since that temperature will turn out to be proportional to the gap.

**The heat capacity**

A common shift of both levels adds a constant to the energy and does not affect the heat capacity, so put the levels at 0 and \(E\). I assume that \(E\) does not depend on temperature and that the defect is in thermal equilibrium. With \(x=E/kT\), the Boltzmann weights are 1 and \(e^{-x}\), and the upper level has population

\[
p=\frac{e^{-x}}{1+e^{-x}}=\frac{1}{e^{x}+1}.
\]

The mean energy is \(U=Ep\). To differentiate it with respect to \(T\), use the chain rule with

\[
\frac{dx}{dT}=-\frac{x}{T},\qquad
\frac{dp}{dx}=-\frac{e^{x}}{(e^{x}+1)^2}=-p(1-p).
\]

The last equality holds because \(1-p=e^x/(e^x+1)\). The two minus signs cancel, and \(E/T=kx\), so

\[
C=\frac{dU}{dT}=E\,p(1-p)\,\frac{x}{T}=k\,x^2\,p(1-p).
\]

Now divide the numerator and denominator of \(p(1-p)=e^x/(e^x+1)^2\) by \(e^x\):

\[
p(1-p)=\frac{1}{(e^{x/2}+e^{-x/2})^2}=\frac{1}{4\cosh^2(x/2)}.
\]

With \(y=x/2=E/(2kT)\), the factor \(x^2=4y^2\) cancels the 4:

\[
C=k\,\frac{y^2}{\cosh^2 y}.
\]

At low temperature \(y\) is large and \(\cosh y\approx e^y/2\), which gives \(C\approx k(E/kT)^2e^{-E/kT}\): there is too little thermal energy to populate the upper level. At high temperature \(y\) is small and \(\cosh y\approx1\), which gives \(C\approx k(E/2kT)^2\): the populations are nearly equal, and further heating changes them little. \(C\) is positive between these limits and vanishes in both, so it has a maximum.

**Finding the maximum**

Since \(y\) is a monotonic function of \(T\), the maximum over \(y\) is also the maximum over \(T\). The product rule gives

\[
\frac{1}{k}\frac{dC}{dy}=\frac{2y}{\cosh^2y}-\frac{2y^2\sinh y}{\cosh^3y}
=\frac{2y}{\cosh^2 y}\,(1-y\tanh y).
\]

The prefactor is positive for \(y>0\), so a stationary point \(y_*\) must satisfy

\[
y_*\tanh y_*=1.
\]

The left side starts at 0, and its derivative \(\tanh y+y/\cosh^2y\) is positive. It grows without bound because \(\tanh y\to1\). It therefore passes through 1 once, and there is one peak.

The same condition removes the hyperbolic function from the peak height. From \(\tanh y_*=1/y_*\) and \(1/\cosh^2y=1-\tanh^2y\),

\[
C_{\max}=k\,y_*^2\left(1-\frac{1}{y_*^2}\right)=k\,(y_*^2-1),
\qquad
\frac{kT_{\max}}{E}=\frac{1}{2y_*}.
\]

It remains to locate \(y_*\). Two trial values suffice:

- At \(y=1.199\), \(y\tanh y=0.99919\), which is below 1.
- At \(y=1.200\), \(y\tanh y=1.00039\), which is above 1.

Because \(y\tanh y\) increases, the root lies between them. Hence \(kT_{\max}/E\) lies between 0.4167 and 0.4170, and \(C_{\max}/k\) lies between 0.4376 and 0.4400. To two digits,

\[
kT_{\max}\approx0.42\,E,\qquad C_{\max}\approx0.44\,k,
\]

as the exercise claims. Solving more finely gives \(y_*=1.19968\), \(kT_{\max}=0.4168E\) and \(C_{\max}=0.4392k\).

**Why the peak is not at \(kT=E\)**

At \(kT=E\) we have \(y=1/2\). Since \(\cosh y\ge1\), the heat capacity there is at most \(ky^2=0.25k\), well below the peak. The system is already on the high-temperature side.

The form \(C=kx^2p(1-p)\) shows the competition. The factor \(p(1-p)\) grows on heating as the populations become more equal, while \(x^2=(E/kT)^2\) falls. The balance is reached while the upper level is still sparsely populated. From \(\tanh y=1-2p\), the population at the peak is

\[
p_*=\frac12\left(1-\frac{1}{y_*}\right)\approx0.083.
\]

Putting this back, with \(x_*=2y_*=2.399\), gives \(2.399^2\times0.0832\times0.9168\approx0.439\), in agreement with the height found above.

The area under \(C/T\) offers a separate check. Because \(dT/T=-dy/y\), and \(T\) running from 0 to \(\infty\) means \(y\) running from \(\infty\) to 0, the sign is absorbed by exchanging the limits:

\[
\int_0^\infty\frac{C}{T}\,dT=k\int_0^\infty\frac{y}{\cosh^2y}\,dy
=k\Big[y\tanh y-\ln\cosh y\Big]_0^\infty=k\ln2.
\]

At large \(y\), \(\ln\cosh y\to y-\ln2\), which leaves \(\ln 2\) at the upper limit; the lower limit gives 0. The result is the entropy gained in going from one occupied state to two equally occupied ones.

**Your defect**

With \(k=86.17\) µeV/K and \(E=20\) µeV,

\[
T_{\max}=\frac{0.4168\times20\ \text{µeV}}{86.17\ \text{µeV/K}}=0.0967\ \text{K},
\]

or about 97 mK. The peak height is \(0.4392k=6.06\times10^{-24}\) J/K per defect, equivalent to 3.65 J/(mol K) per mole of defects. The height does not depend on \(E\); the splitting sets the temperature at which it occurs.

If strain or a neighbouring defect raises \(D\) from 12 to 13 µeV, with \(D_0\) held fixed, then \(E=\sqrt{13^2+16^2}=20.6\) µeV. The peak moves up by 3.1 %, to 99.7 mK, at unchanged height.

**Are two levels enough?**

A particle in a double well has more than two levels. To size their effect, take a mass of 16 u in the potential

\[
V(q)=V_b\left[(q/a)^2-1\right]^2,\qquad a=0.05\ \text{nm},
\]

so that the minima are 0.1 nm apart. A barrier \(V_b=22.33\) meV gives \(D_0=16\) µeV. A small added tilt, linear in \(q\), is sized so that the left and right states built from the lowest pair differ by \(D=12\) µeV. These states are centred at \(\pm0.93a\), not at the minima, so the minima of the tilted potential differ by about 12.8 µeV. A tilt making the minima differ by 12 µeV would give \(D\approx11.2\) µeV and a gap of 19.5 µeV. Both energies are thus put in by construction. Diagonalizing the full tilted well gives a lowest gap of 20.00 µeV, equal to \(\sqrt{D^2+D_0^2}\), which shows that the higher levels do not disturb the two-state result.

The third level of this well lies 11.2 meV above the ground state, about 1340 times \(kT\) at the peak. Its Boltzmann factor is negligible there, and the full well has the same peak height and temperature to the digits quoted. The higher levels add \(0.01k\) at 14.9 K. At that temperature the lowest pair alone contributes about \(k(0.232/29.8)^2\approx6\times10^{-5}k\), where 0.232 K is \(E/k\). The high-temperature tail of the two-level formula has then ceased to describe this well.

**Why "nondegenerate" matters**

Suppose the upper level has \(r\) times as many states as the lower one. The ratio of their populations becomes \(re^{-x}=e^{-(x-\ln r)}\). The derivation of \(C=kx^2p(1-p)\) carries over, with \(x\) replaced by \(x-\ln r\) inside \(p\):

\[
C=\frac{k\,x^2}{4\cosh^2u},\qquad u=\frac{x-\ln r}{2}.
\]

Since \(du/dx=1/2\),

\[
\frac1k\frac{dC}{dx}=\frac{x}{4\cosh^2u}\,(2-x\tanh u).
\]

At the peak \(\tanh u=2/x\), and therefore \(C_{\max}=k(x^2/4-1)\). For \(r=1\) this is the earlier result. Doubling the upper level (\(r=2\)) gives a peak of \(0.76k\) at \(kT=0.38E\). Doubling the lower level instead (\(r=1/2\)) gives \(0.24k\) at \(kT=0.45E\). The numbers in your exercise belong to \(r=1\).

**Will you see the peak in a glass?**

That depends on how widely the splittings are spread. At a given temperature, each defect contributes at most \(0.439k\), and defects with different \(E\) reach that value at different temperatures. The average over a spread of splittings therefore has a lower peak. For a uniform spread from 10 to 30 µeV it is \(0.389k\) at 98.3 mK, which is 11 % lower than for a single splitting of 20 µeV.

The standard tunnelling model of glasses takes a much broader distribution. It is uniform in \(D\) and proportional to \(1/D_0\), so the density of splittings \(E\) varies only logarithmically. As an approximation, take the splittings to be spread evenly from 0 to some \(E_{\text{top}}\gg kT\). Substituting \(E=kTx\) in the average gives

\[
\bar C=\frac{1}{E_{\text{top}}}\int_0^{E_{\text{top}}}C\,dE
\approx k\,\frac{kT}{E_{\text{top}}}\int_0^\infty\frac{x^2e^x}{(e^x+1)^2}\,dx .
\]

The upper limit may be taken to infinity because the integrand is exponentially small beyond \(E_{\text{top}}/kT\). Since \(e^x/(e^x+1)^2=-\frac{d}{dx}\frac{1}{e^x+1}\), integrate by parts. The boundary term \(-x^2/(e^x+1)\) vanishes at both ends, leaving

\[
2\int_0^\infty\frac{x\,dx}{e^x+1}
=2\sum_{n=1}^\infty(-1)^{n+1}\int_0^\infty xe^{-nx}dx
=2\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}.
\]

The alternating sum is the full sum \(\sum1/n^2=\pi^2/6\) minus twice its even terms. The even terms add up to one quarter of the full sum, so the alternating sum is \(\pi^2/12\), and

\[
\bar C\approx\frac{\pi^2}{6}\,k\,\frac{kT}{E_{\text{top}}}.
\]

This is linear in \(T\) and has no peak as long as \(kT\ll E_{\text{top}}\). The logarithm dropped in the flat approximation makes the rise somewhat faster than linear, still without a peak. With \(E_{\text{top}}=2\) meV, the average at 97 mK is \(1.645\times(8.34/2000)\,k=0.0069k\) per defect, about 64 times below the single-splitting peak. The value depends on the chosen \(E_{\text{top}}\), because the same number of defects is spread over that range.

**How this compares with real defects**

Your numbers lie in the regime of the tunnelling defects in amorphous oxides that disturb superconducting circuits. Those matter at splittings of roughly a few GHz and temperatures of roughly tens of mK; your 20 µeV corresponds to 4.84 GHz. The mass and well distance used above are round model values, not an identification of the moving atom. A real oxide film contains defects with many different splittings, and the two averages above show the effect: a uniform ±50 % spread costs 11 % of the peak height, and a broad flat distribution shows no peak at temperatures far below \(E_{\text{top}}/k\). The full \(0.44k\) height therefore describes one defect, or a set of defects with nearly equal splittings.

Equilibrium is the other condition. If the temperature changes much faster than the defect can exchange energy with its surroundings, \(p\) stays almost fixed, \(U=Ep\) barely changes, and the defect contributes almost nothing to the measured heat capacity. The \(0.44k\) peak requires a measurement slow compared with the defect's relaxation time.

The numerical output below lists the computed values, some of them with more digits.

## Computed results

```
GENERAL RESULT
y tanh y at y = 1.199: 0.99919
y tanh y at y = 1.200: 1.00039
kT/E at these two y: 0.4170, 0.4167
y^2 - 1 at these two y: 0.4376, 0.4400
root y*: 1.19968;  E/kT at peak: 2.39936
kT/E at peak: 0.41678
peak heat capacity: 0.43923 k
upper population at peak: 0.0832
turning points of C(T) found on grid: 1
entropy integral: 0.693147 k;  ln 2: 0.693147
WORKED EXAMPLE
asymmetry energy D: 12.0 micro-eV
tunnelling energy D0: 16.0 micro-eV
splitting E: 20.0 micro-eV
E/h: 4.836 GHz;  E/k: 0.2321 K
Boltzmann constant: 86.1733 micro-eV/K
peak temperature: 96.73 mK
kT at peak: 8.336 micro-eV
peak heat capacity per defect: 6.0642e-24 J/K
peak heat capacity per mole of defects: 3.652 J/(mol K)
HIGHER LEVELS OF THE DOUBLE WELL
mass: 16 u;  distance of minima: 0.10 nm
barrier that gives D0: 22.33 meV
splitting from full tilted well: 20.0000 micro-eV
third level above ground: 11.18 meV
third level / kT at peak: 1342
full-well peak: 0.43923 k at 96.73 mK
higher levels add 0.01 k at: 14.9 K
SPREAD OF SPLITTINGS
uniform 10 to 30 micro-eV: peak 0.3894 k at 98.29 mK
flat 0 to 2.0 meV: C per defect at 96.73 mK: 0.00686 k
flat: C ratio when T doubles: 2.0000
flat: coefficient 1.64493;  pi^2/6: 1.64493
ASYMMETRY CHANGE AND DEGENERACY
D raised by 1.0 micro-eV: E = 20.616 micro-eV
peak temperature then: 99.71 mK (+3.1 %)
upper level doubled: peak 0.7618 k at kT/E = 0.3767
lower level doubled: peak 0.2408 k at kT/E = 0.4489
```
